# Ionic Permittivity Tensors from a Projected Solve, Without Mode Sorting

## Definitions and conventions

An insulating crystal has $N$ atoms in a cell of volume $\Omega$, at a structure where all forces vanish. The displacements form a column $u$ of length $3N$. The macroscopic field $E$ is static and uniform, and the cell shape is held fixed. The inputs are:

- $\Phi$, the symmetric $3N\times3N$ matrix of zone-centre force constants at zero macroscopic field, in eV/Å$^2$;
- $Z$, the $3N\times3$ matrix of Born charges in units of $e$. A row names an atom and a displacement direction, a column a field direction, so the force due to the field is $ZE$ and the cell dipole due to displacement is $Z^Tu$;
- $M$, the diagonal matrix of masses $m_k$ in amu, each repeated three times, with $M_{\rm tot}=\sum_k m_k$;
- $\epsilon_\infty$, the relative permittivity with the ions clamped.

The matrix $T$ ($3N\times3$) stacks $N$ unit matrices, so $u=Tc$ shifts every atom by the vector $c$. The vacuum permittivity is $\epsilon_{\rm vac}$. The static permittivity is

$$\epsilon=\epsilon_\infty+\chi,\qquad \chi=\gamma S,\qquad \gamma=\frac{e^2}{\epsilon_{\rm vac}\Omega},$$

where $S$, in $e^2$Å$^2$/eV, is the dipole response per unit field. This is the linear, harmonic response. In a piezoelectric crystal, strain relaxation at fixed stress would add a further part, which is not included.

## The scheme

```
input: Phi, Z, m, eps_inf, Omega
report the sum-rule residuals Phi T and T^T Z
D  = M^(-1/2) Phi M^(-1/2)
Q  = M^(1/2) T / sqrt(M_tot)
P  = 1 - Q Q^T
B  = P M^(-1/2) Z
s  = trace(P D P) / (3N - 3)
A  = P D P + s Q Q^T
factor A = L L^T          # failure: unstable; stop
solve L Y = B
S  = Y^T Y
eps = eps_inf + gamma S
optional: solve L^T W = Y;  u per unit field = M^(-1/2) W
```

No eigenvector is computed and no frequency is compared with another.

## Derivation

**The response equation.** To second order in $u$ and $E$, the part of the cell energy that depends on displacement is

$$U=\tfrac12u^T\Phi u-u^TZE .$$

Setting its derivative to zero gives

$$\Phi u=ZE. \tag{1}$$

The dipole is $Z^Tu=SE$. Dividing by $\Omega$ gives the polarization, and dividing that by $\epsilon_{\rm vac}E$ gives $\chi$; one factor $e$ comes from the dipole and one from the force, hence $\gamma$.

**Why it cannot be inverted directly.** A rigid shift creates no force, so $\Phi T=0$ and $\Phi$ is singular. Since $\Phi$ is symmetric, $T^T\Phi=0$ as well. Multiplying (1) by $T^T$ then demands $T^TZE=0$. This holds because the cell is neutral: the Born charges sum to zero, $T^TZ=0$. A solution therefore exists, provided the translations are the only null vectors. It is fixed up to $u\to u+Tc$, which changes the dipole by $Z^TTc=0$. Thus $S$ is unique, and since (1) contains no masses, $S$ does not depend on them.

**Mass weighting.** With $w=M^{1/2}u$, multiplying (1) by $M^{-1/2}$ gives

$$Dw=M^{-1/2}ZE,\qquad D=M^{-1/2}\Phi M^{-1/2}.$$

The translations become $Q=M^{1/2}T/\sqrt{M_{\rm tot}}$. They are orthonormal, because $T^TMT=M_{\rm tot}1$ gives $Q^TQ=1$. For data that obey both sum rules,

$$DQ=\frac{M^{-1/2}\Phi T}{\sqrt{M_{\rm tot}}}=0,\qquad Q^TM^{-1/2}Z=\frac{T^TZ}{\sqrt{M_{\rm tot}}}=0 .$$

The projector $P=1-QQ^T$ then changes neither $D$ nor the right-hand side. It matters for imperfect data.

**Removing the singularity.** In

$$A=PDP+sQQ^T,\qquad s>0,$$

the first term acts within the optical space, the range of $P$, and the second within the space of translations. If $PDP$ is positive definite on the optical space, the inverse is the sum of the two separate inverses,

$$A^{-1}=(PDP)^{+}+s^{-1}QQ^T,$$

where $^+$ is the inverse restricted to the optical space. Because $Q^TP=0$, the right-hand side $B=PM^{-1/2}Z$ has $Q^TB=0$. The term with $s^{-1}$ drops out, and

$$S=B^TA^{-1}B=B^T(PDP)^+B \tag{2}$$

for any $s>0$.

**Choice of $s$.** The eigenvalues of $A$ are the $3N-3$ optical ones and $s$, three times. The trace of $PDP$ is the sum of the optical ones, so the $s$ of the scheme is their mean. It lies between the smallest and the largest, and the condition number of $A$ equals the ratio of extreme optical eigenvalues. The regularization adds no ill-conditioning of its own.

**Factorization.** With $A=LL^T$ and $LY=B$,

$$S=B^TL^{-T}L^{-1}B=Y^TY,$$

which is symmetric and has no negative eigenvalue, by its form.

**Relation to modes.** If $e_\nu$ and $\lambda_\nu$ are the optical eigenvectors and eigenvalues of $PDP$, then $(PDP)^+=\sum_\nu e_\nu e_\nu^T/\lambda_\nu$ and

$$S=\sum_\nu\frac{(B^Te_\nu)(e_\nu^TB)}{\lambda_\nu}. \tag{3}$$

The solve returns the whole sum. Equation (3) is still useful for interpretation, since it shows which mode carries the response.

## A worked tensor

The example is a model with round parameters: one cation of 90 amu and two inequivalent anions of 16 amu in a cell of 35 Å$^3$, so that $\gamma=5.170$ eV/($e^2$Å$^2$). Each pair is joined by a $3\times3$ spring matrix. A mirror plane normal to $y$ decouples $y$ from $x$ and $z$. The springs and charges are listed in the numerical output.

**The $y$ response by hand.** The $yy$ springs are 8 (cation–anion 1), 7 (cation–anion 2) and 1 eV/Å$^2$ (anion–anion). Since a rigid shift is free, the cation may be held at the origin. The anions carry $-3.0$ and $-2.5\,e$, so per unit field

$$\begin{pmatrix}8+1&-1\\-1&7+1\end{pmatrix}\begin{pmatrix}u_1\\u_2\end{pmatrix}=\begin{pmatrix}-3.0\\-2.5\end{pmatrix}.$$

The determinant is $71$, hence $u_1=(-24-2.5)/71=-0.3732$ and $u_2=(-22.5-3)/71=-0.3592$ Å per V/Å. Then

$$S_{yy}=3.0(0.3732)+2.5(0.3592)=2.018,$$

$\chi_{yy}=5.170\times2.018=10.43$ and $\epsilon_{yy}=5.0+10.43=15.43$. The projected solve gives the same value.

**The $z$ response.** With the centre of mass fixed, a unit field along $z$ moves the cation by $0.364$ and the anions by $-0.942$ and $-1.104$ Å per V/Å along $z$. The $z$ displacements contribute

$$4.5(0.364)+2.2(0.942)+2.3(1.104)=6.25$$

to $S_{zz}=6.30$. The remaining $0.05$ comes from $x$ displacements acting through the off-diagonal Born charges. The result is $\chi_{zz}=32.56$.

The full tensor has $\epsilon_{xx}=18.17$, $\epsilon_{yy}=15.43$, $\epsilon_{zz}=37.16$ and $\epsilon_{xz}=-6.92$. According to (3), the mode at 191 cm$^{-1}$ supplies $31.97$ of the $32.56$ in $\chi_{zz}$, or 98%. Losing this one mode would leave $\epsilon_{zz}=5.2$ instead of $37.2$, while $\epsilon_{yy}$ would not change, since the mode has no dipole along $y$.

**Independent checks.** The same $S$ was obtained from the definition: a quartic pair energy was added to the springs, the cation was pinned, equilibrium was found in small fields of both signs, and the dipoles were differenced. This route uses neither masses nor projection. The mode sum, with translations recognized by their overlap with $Q$, also agrees. Changing $s$ by a factor of 37, or changing the masses, leaves $S$ unchanged within rounding. The condition number, 4.90, equals the optical eigenvalue ratio.

## The field term must be left out of $\Phi$

Phonon codes can add to $\Phi$ a term for the field that accompanies a long-wavelength longitudinal vibration. For a wave along the unit vector $n$ there is no free charge, so the normal displacement field vanishes:

$$\epsilon_{\rm vac}(n\cdot\epsilon_\infty n)E_n+\frac e\Omega\,n^TZ^Tu=0 .$$

The resulting $E_n$ opposes the ionic dipole, and the force $ZnE_n$ acts as an added stiffness. In mass-weighted form, with $b=M^{-1/2}Zn$,

$$D_{\rm LO}=D+g\,bb^T,\qquad g=\frac{\gamma}{n\cdot\epsilon_\infty n}.$$

Let $x=b^TA^{-1}b=n\cdot Sn$ for neutral data, and let $A_{\rm LO}=A+g\,bb^T$. The determinant of a matrix changed by a rank-one term gives

$$\frac{\det A_{\rm LO}}{\det A}=1+gx=\frac{n\cdot\epsilon n}{n\cdot\epsilon_\infty n}. \tag{4}$$

This compares determinants with a linear solve and needs no mode assignment. It checks the linear algebra only: when $D_{\rm LO}$ is built from the same $\Phi$, $Z$ and $\gamma$, equation (4) is an identity and still holds with transposed Born charges, a wrong $\gamma$ or wrong force constants. It tests conventions and units only if the longitudinal frequencies come from an independent source. It was tested for four directions; along $z$ both sides are $8.077$.

If $D_{\rm LO}$ is used by mistake in (2), the rank-one inverse formula replaces $x$ by $x/(1+gx)$. The apparent ionic part along $n$ becomes

$$\chi'=\frac{\gamma x}{1+gx}=\chi_n\,\frac{n\cdot\epsilon_\infty n}{n\cdot\epsilon n},\qquad \chi_n=n\cdot\chi n.$$

Along $z$ this is $32.56/8.077=4.03$ instead of $32.56$. Since $\chi_n<n\cdot\epsilon n$, the mistaken value always stays below $n\cdot\epsilon_\infty n$. The bound holds along $n$ only. With the term along $z$ the apparent $\chi_{xx}$ is still $12.04$ and $\chi_{yy}$ is unchanged at $10.43$, and for an oblique $n$ all diagonal elements can exceed $\epsilon_\infty$. The sign to look for is one direction in which the ionic part of a soft polar crystal falls below the electronic permittivity.

## Imperfect data

Computed force constants and charges obey the sum rules only approximately. The projected solve still has a definite meaning. Minimize $U$ with the centre of mass fixed, $\sum_km_ku_k=0$. This condition reads $Q^Tw=0$, or $w=Pw$. Inserting it into the energy gives

$$U=\tfrac12w^TPDPw-w^TBE,$$

whose minimum in the optical space obeys $PDPw=BE$. The dipole is $(M^{-1/2}Z)^Tw=B^Tw$, which reproduces (2). This was tested with both sum rules violated, against a constrained solve in unweighted coordinates.

**Charges.** Undoing the mass weighting of $B$ shows which charges are in effect used:

$$M^{1/2}B=Z-\frac{MTT^TZ}{M_{\rm tot}},\qquad Z_k'=Z_k-\frac{m_k}{M_{\rm tot}}\sum_jZ_j .$$

The excess is shared in proportion to mass. A static response should not depend on mass, so this is a convention and not a physical repair. In the example, $0.05\,e$ was added to the diagonal charges of every atom, an excess of $0.15\,e$ per cell. The cation charge along $z$ becomes $4.55-0.15\times90/122=4.44\,e$ instead of $4.50\,e$, and $\chi_{zz}$ falls from $32.56$ to $31.69$. With masses 178, 16 and 18 amu it is $31.48$.

Recomputing with other mass ratios can therefore reveal bad sum rules at little cost, but it does not measure the error. Here the two mass sets differ by 0.7%, while both lie about 3% below the clean value. Sharing the excess equally among atoms before the solve removes the mass dependence due to the charges. It restores the original charges here because the damage was uniform; in general the true distribution of the error is unknown.

**What happens without projection.** Suppose the force constants carry a small uniform on-site error, $\Phi+\delta\,1$, and the cell has a net charge $q$, equal in all directions. Write $Z=Z_\perp+Tq/N$ with $T^TZ_\perp=0$. Since $(\Phi+\delta1)T=\delta T$, the inverse acts on $T$ as $1/\delta$, and the cross terms vanish. With $T^TT=N1$, each diagonal element of $S$ gains

$$\frac{q^2}{N^2\delta}\,N=\frac{q^2}{N\delta}. \tag{5}$$

For $q=0.15\,e$ and $\delta=0.001$ eV/Å$^2$ this is $0.0225/0.003=7.5$ $e^2$Å$^2$/eV, or $38.8$ in $\chi_{zz}$. The unprojected solve indeed returns $71.3$ instead of $32.6$. Two small errors have more than doubled the answer, and a negative $\delta$ would reverse the sign of the spurious term.

**Force constants.** The projection does not correct errors within the optical space. For a small symmetric error $\delta\Phi$ and neutral charges, use $\delta(A^{-1})=-A^{-1}\delta A\,A^{-1}$ at fixed $s$. With $u^{(a)}$ the displacement per unit field along $a$, centre of mass fixed,

$$\delta S_{ab}=-u^{(a)T}\,\delta\Phi\,u^{(b)} \tag{6}$$

to first order. Large displacements, hence soft polar modes, amplify the error quadratically.

As a case, add $0.5$ eV/Å$^2$ to the on-site $yy$ constant of every atom. The hand solution above, shifted to fix the centre of mass, is $(0.096,-0.277,-0.263)$ Å per V/Å, and the sum of squares is $0.155$. Equation (6) predicts $\delta\chi_{yy}=-5.170\times0.5\times0.155=-0.40$. The solve gives a change from $10.43$ to $10.04$, or $-0.39$. Because this error violates the sum rule, the shift depends on the masses through the centre-of-mass condition: with 178, 16 and 18 amu, (6) gives $-0.498$ and the solve $-0.475$.

## Why dropping the three lowest modes fails

A common-sense alternative is to diagonalize $D$, discard the three lowest eigenvalues as acoustic, and sum the rest. This assumes that every spurious translational frequency lies below every optical one. Near a ferroelectric transition, where high permittivity is found, the assumption can break down.

To show this, the $zz$ stiffness of every pair was multiplied by $0.05$, and the $xz$ coupling by $\sqrt{0.05}$ to keep the crystal stable. The clean value is $\chi_{zz}=644$. It is close to $32.56/0.05=651$. The change of springs equals $\Phi\to C\Phi C$, where $C$ multiplies every $z$ component by $\sqrt{0.05}$, so $\chi_{zz}$ would grow by exactly $1/0.05$ if a $z$ field exerted forces along $z$ alone. The off-diagonal Born charges add forces along $x$. Terms in $S_{zz}$ with one such force grow only by $1/\sqrt{0.05}$, and terms with two do not grow, hence the difference.

Now include the $y$ on-site error of the previous section. It lifts the translation along $y$ to 57 cm$^{-1}$, above the soft polar mode at 43 cm$^{-1}$. The three lowest modes are then the $x$ and $z$ translations and the soft mode. Dropping them gives

$$\chi_{zz}=7.3\quad\text{instead of}\quad644 .$$

The projected solve on the same damaged data still gives $644$. It removes translations by their known form, and the mirror plane keeps the $y$ error out of the $z$ response. The example is a favourable case, since the error is confined to $y$. An on-site error with a $z$ part stiffens the soft mode itself, and the projection does not undo that. For the same $0.5$ eV/Å$^2$ in all three directions the projected solve gives $141$ and dropping three modes gives $100$; the error is then too large for the first-order formula (6). For $0.01$ eV/Å$^2$ in all directions the two routes give $601.5$ and $600.3$. A purely on-site error of this kind is removed completely by subtracting the residual $\Phi T$ from the on-site blocks before the solve.

## Stability of the structure

If an optical eigenvalue is negative, the structure is a saddle point or a maximum of the energy, and equation (1) describes a stationary point at which a classical crystal at zero temperature would not stay. Thermal or zero-point motion can stabilize such a structure on average, but that is an anharmonic effect outside this scheme. A static permittivity of that structure does not exist within the harmonic model.

In exact arithmetic the Cholesky factorization succeeds if and only if $A$ is positive definite, so for $s>0$ it tests all optical modes, including those without a dipole. If the trace formula gives $s\le0$, at least one optical eigenvalue is not positive, and the factorization fails as it should. An eigenvalue comparable to the rounding error of $A$ cannot be classified reliably.

With the $zz$ springs of the softened crystal reversed in sign, the factorization stopped. A pseudoinverse of $D$ returned $\chi_{zz}=-574$ without complaint. Here the negative sign betrays the fault, but an unstable mode without a dipole would leave no trace in the tensor, since its numerator in (3) is zero.

Two limits of the test remain. It sees zone-centre displacements at fixed cell shape, so instabilities at other wavevectors or under strain escape it. And errors in $\Phi$ can hide or create a weak instability.

## Cost

Let $n=3N$. The projected matrix need not be formed by dense products with $P$. Expanding,

$$PDP=D-Q(Q^TD)-(DQ)Q^T+Q(Q^TDQ)Q^T,$$

which takes of order $n^2$ operations because $Q$ has three columns. The factorization takes about $n^3/3$ operations and the three right-hand sides about $3n^2$. Storage is of order $n^2$.

For large cells, conjugate gradients can replace the factorization, with $P$ applied to each new vector to stop rounding from reintroducing translations. The stability test is then weaker. The iteration explores only vectors generated from $B$ by repeated application of $PDP$, so an unstable mode orthogonal to $B$ is not seen in exact arithmetic.

## From the tensor to a capacitor

In a wide film between metal plates, each plate is an equipotential, so away from the edges the macroscopic field lies along the film normal $n$. The charge per area is the normal displacement field, $\epsilon_{\rm vac}(n\cdot\epsilon n)E$, and the voltage is $Et$ for thickness $t$. Hence

$$\frac{C}{\text{area}}=\frac{\epsilon_{\rm vac}\,n\cdot\epsilon n}{t},\qquad t_{\rm ox}=\frac{3.9\,t}{n\cdot\epsilon n},$$

where $t_{\rm ox}$ is the thickness of an oxide of relative permittivity 3.9 with equal capacitance. The quadratic form $n\cdot\epsilon n$ is largest and smallest along principal axes of $\epsilon$. In the $xz$ plane the principal values are

$$\frac{18.17+37.16}{2}\pm\sqrt{\left(\frac{37.16-18.17}{2}\right)^2+6.92^2}=27.66\pm11.75,$$

that is $39.4$ and $15.9$; the third is $\epsilon_{yy}=15.4$.

For a 5 nm film of the original, unsoftened crystal, the best normal is tilted by about 18° from $z$ towards $-x$. It gives 69.8 fF/µm$^2$ and $t_{\rm ox}=0.49$ nm. The worst normal, $y$, gives 27.3 fF/µm$^2$ and 1.26 nm. Orientation alone changes the capacitance by a factor of 2.6. The diagonal element $\epsilon_{zz}$ would miss 6% of the best value, so the off-diagonal elements belong in the output.

These figures use the bulk tensor throughout the film. Interface layers, incomplete screening in the electrodes, strain and field-dependent permittivity are left out, and leakage is not addressed.

## Computed results

```
masses cation, anion 1, anion 2: [90. 16. 16.] amu
cell volume: 35.0 A^3
spring cation-anion1 xx yy zz xz zx: 6.0000 8.0000 2.0000 1.0000 1.0000 eV/A^2
spring cation-anion2 xx yy zz xz zx: 5.0000 7.0000 1.5000 0.5000 0.5000 eV/A^2
spring anion1-anion2 xx yy zz xz zx: 1.0000 1.0000 1.0000 0.0000 0.0000 eV/A^2
Born charge cation xx yy zz xz zx: 5.0000 5.5000 4.5000 -0.1000 -0.3000 e
Born charge anion1 xx yy zz xz zx: -2.4000 -3.0000 -2.2000 0.3000 0.1000 e
Born charge anion2 xx yy zz xz zx: -2.6000 -2.5000 -2.3000 -0.2000 0.2000 e
eps_inf xx yy zz xz zx: 4.8000 5.0000 4.6000 0.1000 0.1000 
prefactor e^2/(eps_vac volume): 5.17004 eV/(e^2 A^2)
shift s: 0.42442 eV/(A^2 amu)
condition number of A: 4.9043
optical eigenvalue ratio: 4.9043
S projected solve xx yy zz xz zx: 2.5857 2.0176 6.2971 -1.3582 -1.3582 e^2 A^2/eV
S finite field xx yy zz xz zx: 2.5857 2.0176 6.2971 -1.3582 -1.3582 e^2 A^2/eV
ionic part chi xx yy zz xz zx: 13.3681 10.4311 32.5563 -7.0219 -7.0219 
static eps xx yy zz xz zx: 18.1681 15.4311 37.1563 -6.9219 -6.9219 
y shift per y field, cation pinned, anions 1 2: -0.37324 -0.35915 A/(V/A)
z shift per z field, mass centre fixed, cation anions: 0.36375 -0.94164 -1.10447 A/(V/A)
mode 190.79 cm^-1, chi xx yy zz: 2.3099 0.0000 31.9696
mode 248.04 cm^-1, chi xx yy zz: 0.0922 0.0000 0.2881
mode 344.41 cm^-1, chi xx yy zz: 6.3755 0.0000 0.2502
mode 376.42 cm^-1, chi xx yy zz: 4.5906 0.0000 0.0484
mode 394.62 cm^-1, chi xx yy zz: 0.0000 2.1790 0.0000
mode 422.52 cm^-1, chi xx yy zz: 0.0000 8.2521 0.0000
determinant ratio LO/TO along z: 8.07746
eps_zz/eps_inf_zz: 8.07746
charge excess per atom: 0.050 e
chi_zz raw charges, cation 90 amu: 31.6924
chi_zz raw charges, masses [178.  16.  18.] amu: 31.4776
on-site error without projection: 0.0010 eV/A^2
chi_zz without projection: 71.3248
predicted spurious chi_zz: 38.7753
soft crystal z stiffness factor: 0.050
soft crystal y on-site error: 0.500 eV/A^2
soft polar mode: 43.14 cm^-1
spurious y translation: 57.36 cm^-1
soft chi_zz clean data: 644.4659
soft chi_zz projected, damaged data: 644.4659
soft chi_zz lowest three dropped: 7.2749
soft chi_yy clean, projected damaged: 10.4311 10.0446
unstable crystal refused by Cholesky: True
unstable chi_zz from pseudoinverse: -574.4180
film thickness: 5.0 nm; oxide eps: 3.9
normal (-0.0000 1.0000 -0.0000): eps 15.4311, C/area 27.326 fF/um^2, EOT 1.2637 nm
normal (0.9508 0.0000 0.3098): eps 15.9127, C/area 28.179 fF/um^2, EOT 1.2254 nm
normal (-0.3098 0.0000 0.9508): eps 39.4117, C/area 69.792 fF/um^2, EOT 0.4948 nm
```
